# Transfer length and resistance of a wrap-around contact on a nanowire

## The problem

A cylindrical wire of radius \(a\) and uniform resistivity \(\rho\) is covered over a length \(L\) by a metal sleeve. The interface has specific contact resistivity \(\rho_c\): a voltage \(V\) across it drives a current density \(V/\rho_c\). Current enters the covered part from the bare wire at \(x=0\). The far end face, at \(x=L\), touches no metal. The sleeve is at one potential, taken as zero.

Find the length over which current passes from wire to metal, and the contact resistance \(R_c=V(0)/I(0)\). This is the resistance of one contact, without the bare wire in front of it. Evaluate both for silicon with rough values for heavy n-type doping: diameter 10 nm, \(L=30\) nm, \(\rho=4\times10^{-4}\ \Omega\,\text{cm}\), \(\rho_c=10^{-8}\ \Omega\,\text{cm}^2\).

## A tempting solution

For a flat film of thickness \(t\) under a contact of width \(W\), the sheet resistance is \(R_s=\rho/t\), and

\[
L_T=\sqrt{\frac{\rho_c}{R_s}},\qquad R_c=\frac{R_sL_T}{W}\coth\frac{L}{L_T}.
\]

Unroll the sleeve. Its width is the circumference, \(W=2\pi a=31.4\) nm, and the semiconductor beneath it is one diameter thick, \(t=2a=10\) nm. Then \(R_s=400\ \Omega\) and

\[
L_T=\sqrt{\frac{10^{-8}\ \Omega\,\text{cm}^2}{400\ \Omega}}=50\ \text{nm},
\]

\[
R_c=400\ \Omega\times\frac{50}{31.4}\times\coth(0.6)\approx1190\ \Omega .
\]

## Where it fails

The planar formulas are sound, but the film put into them is not the wire. A film of width \(2\pi a\) and thickness \(2a\) has cross-section \(4\pi a^2\), while the wire has \(\pi a^2\). The contact area per unit length is right, but the resistance along the semiconductor is four times too small.

If the circumference is kept as the width, the thickness must satisfy \(2\pi a\,t=\pi a^2\), so \(t=a/2\). This is the cross-section divided by the perimeter. It is smaller than the radius because the inner rings of the disc are shorter than its rim.

## The right solution

Assume for now that the potential is uniform over each cross-section. Let \(V(x)\) be the wire's potential relative to the metal and \(I(x)\) the current in the wire, positive towards the far end.

A slice of length \(dx\) has axial resistance \(\rho\,dx/(\pi a^2)\), and the potential falls in the direction of the current:

\[
\frac{dV}{dx}=-\frac{\rho}{\pi a^2}\,I .
\]

The same slice has wall area \(2\pi a\,dx\), through which the current \(2\pi a\,dx\,V/\rho_c\) leaves the wire:

\[
\frac{dI}{dx}=-\frac{2\pi a}{\rho_c}\,V .
\]

Differentiate the first equation and insert the second. The two minus signs cancel:

\[
\frac{d^2V}{dx^2}=\frac{\rho}{\pi a^2}\,\frac{2\pi a}{\rho_c}\,V=\frac{2\rho}{a\rho_c}\,V=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{a\rho_c}{2\rho}} .
\]

This is the planar transfer length with \(t=a/2\).

No current reaches the insulated end face, so \(I(L)=0\) and therefore \(V'(L)=0\). The solution with this property is

\[
V(x)=V(0)\,\frac{\cosh[(L-x)/L_T]}{\cosh(L/L_T)} .
\]

Its derivative carries a factor \(-1/L_T\), which cancels the minus sign in Ohm's law:

\[
I(x)=-\frac{\pi a^2}{\rho}\frac{dV}{dx}
=\frac{\pi a^2}{\rho L_T}\,V(0)\,\frac{\sinh[(L-x)/L_T]}{\cosh(L/L_T)} .
\]

Dividing \(V(0)\) by \(I(0)\) gives

\[
\boxed{R_c=\frac{\rho L_T}{\pi a^2}\coth\frac{L}{L_T}}
\]

### Numbers

\[
L_T=\sqrt{\frac{(5\times10^{-7}\,\text{cm})(10^{-8}\,\Omega\,\text{cm}^2)}{2(4\times10^{-4}\,\Omega\,\text{cm})}}
=2.5\times10^{-6}\ \text{cm}=25\ \text{nm}.
\]

The wire has \(\rho/(\pi a^2)=50.93\ \Omega\) per nanometre, and \(L/L_T=1.2\). Hence

\[
R_c=50.93\times25\times1.1995\ \Omega\approx1530\ \Omega=1.53\ \text{k}\Omega .
\]

The tempting solution doubled the transfer length and gave a resistance about 22% below this value.

## Long and short sleeves

For \(L\gg L_T\) the hyperbolic cotangent tends to 1:

\[
R_c\to\frac{\rho}{\pi a^2}\sqrt{\frac{a\rho_c}{2\rho}}=\frac{\sqrt{\rho\rho_c/2}}{\pi a^{3/2}} ,
\]

which is 1273 Ω here. Lengthening the sleeve indefinitely would thus remove only about 250 Ω.

For \(L\ll L_T\), use \(\coth u\approx1/u+u/3\) and \(\rho L_T^2/(\pi a^2)=\rho_c/(2\pi a)\):

\[
R_c\approx\frac{\rho_c}{2\pi aL}+\frac13\,\frac{\rho L}{\pi a^2}.
\]

The first term is the interface resistance for uniform transfer. The second is one third of the covered wire's resistance: under uniform transfer the current falls as \(1-x/L\), and the average of \((1-x/L)^2\), which weights the dissipation, is \(1/3\). In the example the terms are 1061 Ω and 509 Ω. Their sum, 1570 Ω, is within 3% of the full formula even at \(L/L_T=1.2\).

This limit also shows why the wrong film did less damage than its fourfold error suggests. The leading term does not contain \(\rho\), so a short sleeve hides the mistake. For a long sleeve the wrong film gives half the correct resistance.

When \(L\ge L_T\), the share of the current that leaves within the first transfer length is

\[
1-\frac{I(L_T)}{I(0)}=1-\frac{\sinh(L/L_T-1)}{\sinh(L/L_T)} .
\]

For a very long sleeve this is \(1-1/e\), about 63%. Here it is 87%, because the sleeve ends only 5 nm further on.

With \(a\), \(\rho\) and \(L\) held fixed, reducing \(\rho_c\) tenfold gives \(L_T=7.9\) nm and \(R_c=403\ \Omega\). The resistance falls by a factor of 3.8. The long-sleeve law accounts for \(\sqrt{10}\approx3.2\), and the rest comes from \(\coth(L/L_T)\) dropping from 1.20 to nearly 1.

## When is a cross-section equipotential?

Current must also flow radially to reach the wall. Two variational arguments bound the resulting error. Both include a long bare lead with an equipotential inlet, whose resistance is subtracted at the end.

**Lower bound.** For a fixed inlet voltage, the true potential \(\phi\) minimises the dissipated power

\[
P=\int\frac{|\nabla\phi|^2}{\rho}\,d^3r+\int_{\rm wall}\frac{\phi^2}{\rho_c}\,dS .
\]

To see this, add a change \(\eta\) that vanishes at the inlet. Since \(\nabla^2\phi=0\), integration by parts turns the term linear in \(\eta\) into a wall integral of \(2\eta(\partial_n\phi/\rho+\phi/\rho_c)\). This is zero by the contact law \(-\partial_n\phi/\rho=\phi/\rho_c\). The quadratic term is positive. A potential that depends on \(x\) alone therefore gives too much power at fixed voltage, hence too small a resistance. The boxed formula is a lower bound.

**Upper bound.** For a fixed total current, the true current density \(\mathbf J\) minimises the dissipation among all conserved flows. Add a divergence-free change \(\boldsymbol\delta\) with no net inlet current and no flow through insulated surfaces. The linear term is twice

\[
\int\rho\,\mathbf J\cdot\boldsymbol\delta\,d^3r+\int_{\rm wall}\rho_cJ_n\delta_n\,dS .
\]

With \(\rho\mathbf J=-\nabla\phi\), the first integral becomes \(-\int_{\rm wall}\phi\,\delta_n\,dS\). The second is \(+\int_{\rm wall}\phi\,\delta_n\,dS\), so they cancel. Any trial flow therefore overestimates the resistance.

Take a uniform axial density \(I(x)/(\pi a^2)\). Current conservation then requires a radial density \(j_wr/a\), where \(j_w\) is its value at the wall. The radial flow and the interface together dissipate, per unit length,

\[
\rho\int_0^a\!\Big(\frac{j_wr}{a}\Big)^2 2\pi r\,dr+2\pi a\,\rho_cj_w^2
=2\pi a\,j_w^2\Big(\rho_c+\frac{\rho a}{4}\Big).
\]

This is the one-dimensional problem with \(\rho_c\) replaced by \(\rho_c+\rho a/4\). Choosing its solution for \(I(x)\) gives

\[
R_c(\rho_c)\le R_{\rm true}\le R_c(\rho_c+\rho a/4).
\]

The controlling number is \(\beta=a\rho/\rho_c\). Because \(R_c\) grows no faster than in proportion to \(\rho_c\), the true resistance exceeds the formula by at most a fraction \(\beta/4\).

In the example \(\beta=0.02\), and the bounds are 1527.3 and 1532.8 Ω. A numerical solution of the full axisymmetric field on a 0.25 nm grid gives 1532.7 Ω; the grid error is about 0.1 Ω, and a converged expansion in Bessel modes gives 1532.6 Ω. If \(\rho_c\) were a hundred times smaller, \(\beta\) would be 2 and the formula's transfer length, 2.5 nm, would be less than the radius. The formula then gives 127 Ω and the full field 150 Ω, which is 18% more.

## Beside a real silicon wire

The chosen resistivities are rough values for heavily doped silicon, and the model's 1.5 kΩ is not a device prediction. The doubtful assumption is that the whole cross-section conducts. A metal usually depletes n-type silicon near the interface. Take \(N=2\times10^{20}\ \text{cm}^{-3}\) ionised donors, permittivity \(\varepsilon=11.7\,\varepsilon_0\), and a depleted shell between radii \(b\) and \(a\). Gauss's law gives the field \(qN(r^2-b^2)/(2\varepsilon r)\), and integrating it from \(b\) to \(a\) gives the band bending

\[
\psi=\frac{qN}{4\varepsilon}\Big[a^2-b^2-2b^2\ln\frac ab\Big].
\]

An assumed barrier of 0.50 eV plus a Fermi energy of 0.11 eV makes \(\psi=0.61\) V, so \(b=2.8\) nm. With this sharp depletion edge, only 32% of the cross-section still conducts. With \(\rho_c\) per metal area held fixed, replacing \(\pi a^2\) by \(\pi b^2\) in the axial resistance multiplies \(L_T\) by \(b/a\), giving 14 nm, and raises \(R_c\) to about 2.3 kΩ, or 52% more. A smooth, self-consistent Thomas–Fermi electron profile in place of the sharp edge keeps 35% of the electrons and gives 46% more; for barriers of 0.4 and 0.6 eV it gives 38% and 56% more. Even this is rough. In so thin a core, with hard walls, the lowest energy of the valleys whose long axis lies along a [100] wire is 0.15 eV. That is above the bulk Fermi energy. The other four valleys have a heavier mass in one direction across the wire and lie lower, but their shift is not small beside the Fermi energy either, so bulk conduction in the core is not justified.

Other effects, each estimated alone for the undepleted wire, are smaller:

- **Surface scattering.** The mean free path is about 5 nm, close to the radius. If \(\rho\) is a bulk value and the surface scatters diffusely, the estimated resistivity rises by a factor of 1.5 and \(R_c\) becomes about 1.7 kΩ.
- **Few conducting modes.** Half the ballistic resistance, assigned to one end, is 174 Ω from a bulk mode count and 359 Ω from a hard-wall count at the bulk Fermi energy. Both counts replace silicon's valleys by six identical spherical ones. These values are 11 and 23% of \(R_c\). The hard-wall count is only a handful of modes per valley, and the higher figure is too pessimistic: subbands filled only to the bulk Fermi energy hold fewer electrons than the donors supply. With the true masses and the electron density held at \(N\), the Fermi energy rises to about 0.16 eV, 38 modes conduct and the term is 170 Ω, or 11%. In the depleted core the same hard-wall count gives only about ten modes and 0.6 kΩ, so there the effect is not small.
- **Metal on the end face.** With the same \(\rho_c\), it would lower \(R_c\) by 3%.
- **Sleeve resistance.** For an assumed 5 nm of metal at \(2\times10^{-5}\ \Omega\,\text{cm}\), the resistance per length is 1.7% of the wire's, which supports treating the sleeve as an equipotential.
- **Linearity.** At 10 µA the contact voltage is 15 mV. At this doping electrons mainly tunnel through the barrier, so the voltage scale for nonlinearity is set by the characteristic tunnelling energy \((q\hbar/2)\sqrt{N/(m\varepsilon)}\), with \(m\) the tunnelling mass. For \(m\) between 0.19 and 0.92 electron masses it lies between 0.18 and 0.08 eV, well above the 15 meV that the contact voltage supplies. A constant \(\rho_c\) is therefore reasonable here, but it remains a small-signal assumption.

These corrections overlap physically and should not be multiplied together. The numerical output below lists the values used, apart from the tunnelling mass and energy, the Bessel-mode and Thomas–Fermi results and the mode counts with the true masses given above.

## Table of computed values

```
wire radius a = 5.00 nm; sleeve length L = 30.0 nm
wire resistivity = 4.00e-04 ohm cm
specific contact resistivity = 1.00e-08 ohm cm2
donor density = 2.00e+20 cm^-3
temperature = 300 K
wire resistance per length = 50.930 ohm/nm
transfer length L_T = 25.000 nm; L/L_T = 1.2000
coth(L/L_T) = 1.1995
contact resistance, L = 30 nm: 1527.3 ohm = 1.527 kohm
contact resistance, long sleeve: 1273.2 ohm
uniform-transfer value rho_c/(2 pi a L): 1061.0 ohm
beta = a rho/rho_c = 0.0200
full-field contact resistance = 1532.7 ohm
upper bound on contact resistance = 1532.8 ohm
full-field decay length = 25.063 nm
current leaving within first L_T, formula = 0.8666
current leaving within first L_T, field = 0.8665
rho_c/10: L_T = 7.906 nm; R_c = 403.0 ohm
rho_c/100: beta = 2.00; formula R_c = 127.3 ohm
rho_c/100: full-field R_c = 150.2 ohm
rho_c/100: field/formula = 1.179
silicon masses: m_l = 0.92, m_t = 0.19 electron masses
Fermi energy at 0 K = 0.1175 eV
Fermi energy at 300 K = 0.1124 eV; kT = 0.0259 eV
relative permittivity = 11.7
assumed barrier = 0.50 eV; band bending = 0.612 V
conducting core radius = 2.823 nm
core area / wire area = 0.319
L_T with depleted shell = 14.12 nm
R_c with depleted shell = 2320 ohm
depleted / uniform R_c = 1.519
mobility = 78.0 cm2/Vs
mean free path = 5.11 nm
diffuse-surface resistivity factor = 1.494
R_c with diffuse surface = 1731 ohm
bulk mode estimate = 37.2; per end 174 ohm
hard-wall mode count = 18; per end 359 ohm
confinement energy, full wire = 0.0464 eV
confinement energy, depleted core = 0.1455 eV
R_c with metal-covered end face = 1477.4 ohm
assumed metal resistivity = 2.0e-05 ohm cm
assumed metal thickness = 5.0 nm
metal/wire resistance per length = 0.0167
test current = 10.0 uA
contact voltage at test current = 15.27 mV
thermal voltage = 25.85 mV
```
